\section*{Path Length Lost by Cutting Off an Ion at 10 eV}

\section*{Question}

A Monte Carlo calculation follows an implanted ion from 100 keV and abandons it when its energy has fallen to 10 eV. Suppose that the ion loses energy only to electrons, with a stopping power proportional to its speed. How much of its path is left out, and how does that loss depend on the two energies?

\section*{Answer: the path left at the cutoff}

Let $s$ be the distance travelled along the path, $E$ the kinetic energy, $M$ the ion mass and $v$ its speed. The stopping power is the energy lost per unit path, a positive quantity:
\begin{equation}
S_e(E)=-\frac{dE}{ds}.
\end{equation}
A slow ion in a gas of mobile electrons feels a drag force. The drag vanishes at rest and reverses with the direction of motion, so if it varies smoothly with $v$ its leading term is normally linear in $v$. Since $v=\sqrt{2E/M}$, this means
\begin{equation}
S_e(E)=k\sqrt{E},
\end{equation}
where $k$ is a constant for a given ion and target. The model assumes that this law holds from the starting energy $E_0$ down to rest, and that collisions with target nuclei take no energy.

Separating the variables gives $ds=-dE/(k\sqrt E)$. The path still ahead of an ion of energy $E$ is therefore
\begin{equation}
\ell(E)=\int_0^E\frac{dE'}{k\sqrt{E'}}
=\frac{1}{k}\Big[2\sqrt{E'}\Big]_0^E=\frac{2\sqrt E}{k}.
\label{eq:left}
\end{equation}
The minus sign has been absorbed by integrating upwards in energy. The integrand diverges at $E'=0$, but its integral is finite, so the remaining path is finite.

The total path is $R=\ell(E_0)$, and stopping the calculation at $E_c$ omits $\ell(E_c)$. Their ratio is
\begin{equation}
\frac{\ell(E_c)}{R}=\frac{2\sqrt{E_c}/k}{2\sqrt{E_0}/k}
=\sqrt{\frac{E_c}{E_0}}
=\sqrt{\frac{10}{100\,000}}=0.01.
\label{eq:share}
\end{equation}
One percent of the path is lost. The constant $k$ has cancelled, and with it the ion mass and the target density.

The energy left at the cutoff is a much smaller share, $E_c/E_0=0.01$ percent. The path share is larger because the drag weakens as the ion slows, so the last electronvolts last longer. By Eq.~\eqref{eq:left} the remaining path is proportional to $\sqrt E$, hence to speed: an ion with one percent of its speed left has one percent of its path left.

\section*{How the loss scales}

At fixed $k$ and $E_c$, the lost length does not depend on $E_0$; its share of the path falls as $E_0^{-1/2}$. With the cutoff held at 10 eV, the share is 3.2 percent for a 10 keV ion and 10 percent for a 1 keV ion. To keep the share below a chosen value $f$ in this model, one needs
\begin{equation}
E_c\le f^2E_0 .
\end{equation}
For $f=0.001$ and $E_0=100$ keV this gives 0.1 eV, an energy at which the picture of a free ion passing through the target has lost its meaning. Within the model it is better to keep the higher cutoff and add $2\sqrt{E_c}/k$ to the path.

The square root belongs to the assumed law. Let the stopping power be $S_0(E/E_0)^p$, with the same value $S_0$ at $E_0$ and $p<1$. Then
\begin{equation}
\ell(E)=\frac{E_0^p}{S_0}\int_0^E E'^{-p}\,dE'
=\frac{E_0^pE^{1-p}}{(1-p)S_0},
\qquad
\frac{\ell(E_c)}{\ell(E_0)}=\left(\frac{E_c}{E_0}\right)^{1-p}.
\end{equation}
For the same two energies, $p=0.45$ gives 0.63 percent and $p=0.55$ gives 1.6 percent. A modest change of exponent matters because it acts over four decades of energy. At $p=1$ the integral diverges at its lower end, and the ion has no finite range.

\section*{Sulfur in silicon}

Take sulfur implanted in silicon at 100 keV, with a rough typical electronic stopping power of 300 eV/nm at that energy. Electronvolts and nanometres are the natural units here. Then
\begin{align}
k&=\frac{300\ \mathrm{eV/nm}}{\sqrt{100\,000\ \mathrm{eV}}}
=0.9487\ \mathrm{eV^{1/2}/nm},\\
R&=\frac{2\sqrt{100\,000}}{0.9487}\ \mathrm{nm}=667\ \mathrm{nm},\\
\ell(E_c)&=\frac{2\sqrt{10}}{0.9487}\ \mathrm{nm}=6.67\ \mathrm{nm}.
\end{align}
The lost length is also an upper bound, within the model, on the error in the final position, since no displacement exceeds the path that produces it.

\section*{Why a cutoff is needed in time}

Force is energy lost per unit path, so the equation of motion is
\begin{equation}
M\frac{dv}{dt}=-k\sqrt{E}=-k\sqrt{\frac M2}\,v .
\end{equation}
Dividing by $M$ gives $dv/dt=-v/\tau$ with $\tau=\sqrt{2M}/k$, and hence $v=v_0e^{-t/\tau}$. The speed never reaches zero in a finite time. The distance covered after the speed has fallen to $v_c$ is nevertheless finite:
\begin{equation}
\int_0^\infty v_ce^{-t/\tau}\,dt=v_c\tau
=\sqrt{\frac{2E_c}{M}}\,\frac{\sqrt{2M}}{k}=\frac{2\sqrt{E_c}}{k},
\end{equation}
in agreement with Eq.~\eqref{eq:left}.

For sulfur, $v_0=0.777$ nm/fs and $\tau=858$ fs. The cutoff is reached at $\tau\ln(v_0/v_c)=858\ln 100\ \mathrm{fs}\approx3950$ fs, or about 4 ps. The speed is then 0.00777 nm/fs, and $0.00777\times858=6.67$ nm remain. A calculation that advances in time must stop somewhere. Stopping at 10 eV leaves out one percent of the path, and within the model adding $v_c\tau$ restores it.

\section*{Comparison with the error of the flights}

Suppose that the Monte Carlo code moves the ion in flights of a fixed length $L$. If the stopping power is frozen at its value at the start of each flight, a second error appears. Write $x=\sqrt E$. One flight changes $E$ to $x^2-kLx$, so for $kL\ll x$
\begin{equation}
x'=x\sqrt{1-\frac{kL}{x}}
\simeq x-\frac{kL}{2}-\frac{k^2L^2}{8x}
=x-\frac{kL}{2}\left(1+\frac{kL}{4x}\right).
\end{equation}
The exact law lowers $x$ by $kL/2$ per flight, because $ds=-2\,dx/k$. Frozen stopping lowers it faster by the factor in brackets, so to first order each element of path shrinks by the fraction $kL/(4x)$. The total shortening is
\begin{equation}
\int_{\sqrt{E_c}}^{\sqrt{E_0}}\frac{2}{k}\,\frac{kL}{4x}\,dx
=\frac L2\ln\sqrt{\frac{E_0}{E_c}}
=\frac L4\ln\frac{E_0}{E_c}.
\end{equation}

With a rough target density $N=50$ atoms/nm$^3$, take $L=N^{-1/3}=0.2714$ nm. The shortening is $(0.2714/4)\times9.21=0.625$ nm, about a tenth of the cutoff loss. The path to the cutoff should thus be $660.00-0.625=659.38$ nm, plus an overshoot of up to one flight. Adding the flights one by one gives 2430 flights and 659.60 nm, which lies inside that interval.

\section*{What nuclear collisions do to the one percent}

Real ions also lose energy to target atoms. In an elastic collision with an atom of mass $M_2$ at rest, the centre of mass moves at $V=Mv/(M+M_2)$. In its frame the atom has speed $V$ before and after, and its velocity turns through the scattering angle $\theta$. The atom's velocity thus changes by $2V\sin(\theta/2)$, which is its final speed in the laboratory. The energy it receives is
\begin{equation}
T=\frac{M_2}{2}\,4V^2\sin^2\frac\theta2
=\gamma E\sin^2\frac\theta2,
\qquad \gamma=\frac{4MM_2}{(M+M_2)^2}.
\end{equation}
An ion meets $N\,2\pi b\,db$ atoms per unit path at impact parameters between $b$ and $b+db$, so the nuclear stopping power is
\begin{equation}
S_n(E)=2\pi N\gamma E\int\sin^2\frac{\theta(b,E)}{2}\;b\,db .
\end{equation}
The angle was computed by classical mechanics for the universal screened Coulomb potential, an established fit to interatomic repulsion. If the nuclear loss is treated as continuous, the path element becomes $dE/(S_e+S_n)$, with $S_e$ held as before. Near the cutoff this is only a rough average: with the 21 eV/nm found below, a flight of 0.271 nm costs 5.7 eV on average, more than half of the 10 eV that remain.

The upper limit of $b$ needs a choice. Either all impact parameters count, or $b$ is limited so that each flight meets one atom: $\pi b_{\max}^2LN=1$, which gives $b_{\max}=0.153$ nm. The two choices give:
\begin{center}
\begin{tabular}{lcc}
 & all $b$ & one atom per flight\\
\hline
$S_n$ at 100 keV (eV/nm) & 362 & 362\\
$S_n$ at 10 eV (eV/nm) & 28 & 21\\
total path (nm) & 167 & 168\\
lost path (nm) & 0.9 & 1.7\\
lost share (percent) & 0.5 & 1.0
\end{tabular}
\end{center}

Nuclear stopping exceeds electronic stopping at both ends of the energy range; at 10 eV the latter is 3 eV/nm. The total path shrinks by a factor of about four, and the lost path by a factor of about seven or four. In the second column the two factors happen to agree, which restores a share of one percent. This is a coincidence of the chosen limit on $b$ and of the continuous averaging, not support for Eq.~\eqref{eq:share}: the first column has the same physics at high energy and half the share. Both columns average the nuclear loss continuously. With discrete collisions, one atom per flight, the ion jumps past the cutoff and is abandoned at about 5 eV on average; the lost path is then about 1.0 nm out of 163 nm, a share of 0.6 percent.

\section*{How far the model can be trusted for a real implant}

The 100 keV energy, the target density and the electronic stopping power are in the regime of a real sulfur implant in silicon, but the purely electronic assumption is not. For this example it overstates the total path about fourfold. The depth reached is smaller still than the path whenever collisions deflect the ion. With both stopping powers continued to rest, the lost path is of order 1 nm, a few interatomic distances; in the continuous treatment about half of it lies below 1 eV. Even this is a size rather than a prediction, since near 10 eV an ion interacts with several atoms at once and separate two-body collisions are a poor description.

The linear electronic law is also doubtful near the cutoff, because silicon has an energy gap, roughly 1.1 eV. Consider an electron moving at speed $v_F$ head-on towards a much heavier ion of speed $v$. In the ion's frame it arrives and leaves with speed $v+v_F$, so it leaves with speed $v_F+2v$ in the laboratory. With $m$ the electron mass, its energy gain is
\begin{equation}
\frac m2\left[(v_F+2v)^2-v_F^2\right]=2mv(v+v_F).
\end{equation}
Treating silicon's four valence electrons per atom as a free gas gives $v_F=2.09$ nm/fs. At the cutoff the largest gain is then 0.19 eV, well below the gap. Since $v\ll v_F$, the gain is nearly proportional to $v$. It would reach 1.1 eV at about six times the cutoff speed, or some 340 eV. By this crude estimate the electronic drag could weaken strongly below a few hundred electronvolts, a range that holds about six percent of the path in the purely electronic model.

If the drag vanished there and nothing else acted, the ion would coast without limit and the lost path would be infinite. Nuclear collisions do not always prevent this. With one atom per flight, a sufficiently slow ion is scattered almost straight back, in the centre-of-mass frame, at every $b\le b_{\max}$. The integral in $S_n$ then tends to a constant and $S_n$ becomes proportional to $E$, which is the case $p=1$ above, with no finite range. This limit is approached only below about 1 eV, where the head-on distance of closest approach exceeds the flight length, so it marks the failure of the scheme of separate flights rather than a property of real ions. A real ion is finally held by its binding to the surrounding atoms, which the model of separate collisions leaves out. The one percent is therefore a property of velocity-proportional stopping continued to rest; for a real implant an estimate of the loss at the cutoff has to include nuclear collisions and this binding. The values used here are listed in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Initial energy: 100 keV
Cutoff energy: 10 eV
Rough electronic stopping at 100 keV: 300 eV/nm
Electronic stopping at cutoff: 3.00 eV/nm
Coefficient k: 0.9487 eV^0.5/nm
Total electronic-only path: 666.67 nm
Path to cutoff: 660.00 nm
Lost path: 6.667 nm
Lost path by quadrature: 6.667 nm
Lost path share: 1.000 percent
Remaining energy share: 0.010 percent
Ion mass: 31.972 u; target mass: 28.085 u
Initial speed: 0.7769 nm/fs
Initial speed / Bohr speed: 0.355
Speed at cutoff: 0.00777 nm/fs
Speed decay time tau: 858.1 fs
Time to cutoff: 3952 fs
Rough target density: 50 atoms/nm^3
Flight length: 0.2714 nm
Flights to cutoff, frozen stopping: 2430
Path of these flights: 659.60 nm
Predicted frozen-stopping shortening: 0.625 nm
Lost share for exponent 0.45: 0.631 percent
Lost share for exponent 0.55: 1.585 percent
Screening length: 0.01257 nm
Largest b for one atom per flight: 0.1531 nm
[all b] nuclear stopping at 100 keV: 362 eV/nm
[all b] nuclear stopping at 10 eV: 28.3 eV/nm
[all b] total path with both: 167 nm
[all b] lost path with both: 0.90 nm
[all b] lost share with both: 0.54 percent
[one atom] nuclear stopping at 100 keV: 362 eV/nm
[one atom] nuclear stopping at 10 eV: 21.1 eV/nm
[one atom] total path with both: 168 nm
[one atom] lost path with both: 1.68 nm
[one atom] lost share with both: 1.00 percent
Electron-gas Fermi speed: 2.09 nm/fs
Largest electron gain at cutoff: 0.186 eV
Rough silicon gap: 1.1 eV
\end{verbatim}
